# In-plane field that fully polarizes noninteracting electrons in a silicon inversion layer: verification in Python

```python
"""Full spin polarization of a two-valley 2D electron gas by an in-plane field.
Result under test:  B_p = 2 pi hbar^2 n / (g_v m g mu_B)
n: sheet density, g_v: valley degeneracy, m: in-plane mass, g: g factor,
mu_B: Bohr magneton.  E_p = g mu_B B_p is the Fermi energy of the polarized gas.
Internal units: meV, nm, tesla, kelvin.  Neglected effects are sized as well.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros, expit, j1

# Inputs
density_cm2 = 1e11
mass = 0.19
mass_z = 0.916
g_factor = 2.0
valleys = 2
depletion_cm2 = 1e11      # rough
valley_split = 0.1        # meV, rough
mobility_cm2 = 1e4        # cm2/Vs, rough
eps_si, eps_ox = 11.7, 3.9

n = density_cm2 * 1e-14   # nm^-2
e, hbar = const.e, const.hbar
kin0 = hbar**2 / (2 * const.m_e) / e * 1e21   # hbar^2/(2 m0), meV nm^2
kin = kin0 / mass
mu_B = const.physical_constants["Bohr magneton"][0] / e * 1e3
k_B = const.k / e * 1e3

# Derived formula
E_p = 4 * np.pi * kin * n / valleys
B_p = E_p / (g_factor * mu_B)

# Test by filling discrete states of a periodic box
N = 400000
box = np.sqrt(N / n)
i = np.arange(-300, 301)
eps = (kin * (2 * np.pi / box)**2 * (i[:, None]**2 + i[None, :]**2)).ravel()


def fill(zeeman, split=0.0):
    """Fill the N lowest states; return spin-down count and mean kinetic energy."""
    levels = np.concatenate([eps, eps + split, eps + zeeman,
                             eps + zeeman + split])
    chosen = np.argpartition(levels, N - 1)[:N]
    down = np.count_nonzero(chosen >= 2 * eps.size)
    return down, eps[chosen % eps.size].mean()


def threshold(split=0.0):
    """Smallest Zeeman energy that leaves no spin-down electron."""
    low, high = 0.0, 3.0
    for _ in range(16):
        mid = 0.5 * (low + high)
        if fill(mid, split)[0] > 0:
            low = mid
        else:
            high = mid
    return high


E_box = threshold()
B_box = E_box / (g_factor * mu_B)
assert abs(E_box / E_p - 1) < 3e-3
down_half, _ = fill(0.5 * E_p)
P_half = 1 - 2 * down_half / N
assert abs(P_half - 0.5) < 3e-3
_, kinetic_0 = fill(0.0)
_, kinetic_p = fill(3.0)
assert abs(kinetic_0 / (E_p / 4) - 1) < 3e-3
assert abs(kinetic_p / (E_p / 2) - 1) < 3e-3
E_split = E_p + valley_split / 2
assert abs(threshold(valley_split) / E_split - 1) < 3e-3


# Temperature: closed form against Fermi integrals
def polarization(T, zeeman):
    kT = k_B * T
    A, C = np.exp(zeeman / kT), np.exp(E_p / kT)
    y = (-(1 + A) + np.sqrt((1 + A)**2 + 4 * A * (C - 1))) / (2 * A)
    return 1 - 2 * np.log1p(y) * kT / E_p


def polarization_integral(T, zeeman):
    kT = k_B * T

    def band(mu, bottom):
        return quad(lambda x: expit((mu - bottom - x) / kT), 0,
                    60 * kT + 5 * E_p, limit=300)[0]
    # n divided by the density of states of one spin, from the box levels
    target = 2 * kinetic_p
    mu = brentq(lambda m: band(m, 0) + band(m, zeeman) - target,
                -20 * kT, 3 * E_p)
    up, down = band(mu, 0), band(mu, zeeman)
    return (up - down) / (up + down)


for T in (1.0, 4.2, 300.0):
    a, b = polarization(T, E_p), polarization_integral(T, E_p)
    assert abs(a - b) < 3e-3 * max(a, 0.1) + 1e-4
golden = (1 + np.sqrt(5)) / 2
P_low = 1 - 2 * np.log(golden) * k_B * 0.3 / E_p
assert abs(P_low - polarization_integral(0.3, E_p)) < 3e-3

# Finite thickness: triangular well with a hard wall at the oxide
field = e * (depletion_cm2 + density_cm2 / 2) * 1e4 / (eps_si * const.epsilon_0)
slope = field * 1e-6      # meV/nm
kin_z = kin0 / mass_z
length = (kin_z / slope)**(1 / 3)
zeros = -ai_zeros(60)[0]
z_mean = 2 / 3 * zeros[0] * length
gap = slope * length * (zeros[1] - zeros[0])
length_4 = (kin0 / mass / slope)**(1 / 3)
gap_4 = slope * zeros[0] * (length_4 - length)


def subbands(k, B, dz=0.025, span=45.0, kz=kin_z):
    """Two lowest levels at wave number k perpendicular to the in-plane field."""
    z = np.arange(1, int(round(span / dz))) * dz
    beta = e * B / hbar * 1e-18
    diag = 2 * kz / dz**2 + slope * z + kin * (k + beta * (z - z_mean))**2
    off = np.full(z.size - 1, -kz / dz**2)
    return eigh_tridiagonal(diag, off, eigvals_only=True, select="i",
                            select_range=(0, 1))


def mass_ratio(B, dz=0.025):
    dk = 0.02
    curve = (subbands(dk, B, dz)[0] + subbands(-dk, B, dz)[0]
             - 2 * subbands(0, B, dz)[0]) / dk**2
    return 2 * kin / curve


levels_0 = subbands(0, 0)
assert abs((levels_0[1] - levels_0[0]) / gap - 1) < 2e-3
level_4 = subbands(0, 0, span=70.0, kz=kin0 / mass)[0]
assert abs((level_4 - levels_0[0]) / gap_4 - 1) < 2e-3
B_test = 2.0
beta_test = e * B_test / hbar * 1e-18
z_sum = length / slope * np.sum(4 / (zeros[1:] - zeros[0])**5)
reduction = 4 * kin * beta_test**2 * z_sum
assert abs((1 - 1 / mass_ratio(B_test)) / reduction - 1) < 0.01
ratio = mass_ratio(B_p)
ratio_coarse = mass_ratio(B_p, 0.05)
assert abs(ratio - ratio_coarse) < 1e-3
B_thick = B_p
for _ in range(8):
    B_thick = B_p / np.sqrt(mass_ratio(B_thick))

# Exchange: closed form against quadrature over the exchange hole
coulomb = e / (4 * np.pi * const.epsilon_0 * (eps_si + eps_ox) / 2) * 1e12
k_0, k_p = np.sqrt(np.pi * n), np.sqrt(2 * np.pi * n)


def exchange(k):
    return -4 * coulomb * k / (3 * np.pi)


x = np.linspace(1e-6, 400, 80001)
for k, component in ((k_0, n / 4), (k_p, n / 2)):
    hole = simpson((2 * j1(x) / x)**2, x=x) / k
    numeric = -0.5 * component * coulomb * 2 * np.pi * hole
    assert abs(numeric / exchange(k) - 1) < 1e-3
exchange_gain = exchange(k_0) - exchange(k_p)
r_s = coulomb / (2 * kin * np.sqrt(np.pi * n))
broadening = hbar / (mobility_cm2 * 1e-4 * mass * const.m_e) * 1e3
cyclotron = hbar * B_p / (mass * const.m_e) * 1e3

print(f"density n = {density_cm2:.1e} cm^-2")
print(f"in-plane mass = {mass} m0, g = {g_factor}, valleys = {valleys}")
print(f"Bohr magneton = {mu_B:.5f} meV/T")
print(f"density of states, one spin, both valleys = {n/E_p*1e14:.3e} /(meV cm2)")
print(f"polarized Fermi energy E_p = {E_p:.4f} meV")
print(f"unpolarized Fermi energy = {E_p/2:.4f} meV")
print(f"full polarization field B_p = {B_p:.3f} T")
print(f"B_p from box filling = {B_box:.3f} T")
print(f"box electrons = {N}")
print(f"polarization at B_p/2, box filling = {P_half:.4f}")
print(f"field if valleys are forgotten = {2*B_p:.2f} T")
print(f"mean kinetic energy, unpolarized, box = {kinetic_0:.4f} meV")
print(f"mean kinetic energy, polarized, box = {kinetic_p:.4f} meV")
print(f"kinetic cost of polarizing E_p/4 = {E_p/4:.4f} meV")
print("-- neglected effects --")
for T in (0.3, 1.0, 4.2, 300.0):
    print(f"polarization at B_p, T = {T} K: {polarization(T, E_p):.4f}")
print(f"low-temperature law at 0.3 K: {P_low:.4f}")
print(f"E_p / k_B = {E_p/k_B:.2f} K")
print(f"valley splitting (rough) = {valley_split} meV")
print(f"field with valley splitting = {E_split/(g_factor*mu_B):.2f} T")
print(f"depletion density (rough) = {depletion_cm2:.1e} cm^-2")
print(f"mass normal to the layer = {mass_z} m0")
print(f"mean confining field = {field*1e-8:.4f} MV/cm")
print(f"mean distance from oxide = {z_mean:.2f} nm")
print(f"magnetic length at B_p = {np.sqrt(hbar/(e*B_p))*1e9:.2f} nm")
print(f"gap to next subband = {gap:.2f} meV")
print(f"gap to the other four valleys = {gap_4:.2f} meV")
print(f"mass ratio m_y/m at B_p = {ratio:.4f}")
print(f"mesh shift of ratio, 0.05 to 0.025 nm = {ratio-ratio_coarse:.1e}")
print(f"field with thickness correction = {B_thick:.2f} T")
print(f"relative permittivities Si, oxide = {eps_si}, {eps_ox}")
print(f"interaction parameter r_s = {r_s:.2f}")
print(f"exchange gain of polarizing, thin layer = {exchange_gain:.3f} meV")
print(f"exchange gain / kinetic cost = {exchange_gain/(E_p/4):.2f}")
print(f"mobility (rough) = {mobility_cm2:.0e} cm2/Vs")
print(f"disorder broadening hbar/tau = {broadening:.3f} meV")
print(f"cyclotron energy if B_p were perpendicular = {cyclotron:.2f} meV")
print("all good")
```

It prints:

```
density n = 1.0e+11 cm^-2
in-plane mass = 0.19 m0, g = 2.0, valleys = 2
Bohr magneton = 0.05788 meV/T
density of states, one spin, both valleys = 7.937e+10 /(meV cm2)
polarized Fermi energy E_p = 1.2599 meV
unpolarized Fermi energy = 0.6300 meV
full polarization field B_p = 10.883 T
B_p from box filling = 10.882 T
box electrons = 400000
polarization at B_p/2, box filling = 0.4998
field if valleys are forgotten = 21.77 T
mean kinetic energy, unpolarized, box = 0.3150 meV
mean kinetic energy, polarized, box = 0.6300 meV
kinetic cost of polarizing E_p/4 = 0.3150 meV
-- neglected effects --
polarization at B_p, T = 0.3 K: 0.9803
polarization at B_p, T = 1.0 K: 0.9342
polarization at B_p, T = 4.2 K: 0.7315
polarization at B_p, T = 300.0 K: 0.0241
low-temperature law at 0.3 K: 0.9803
E_p / k_B = 14.62 K
valley splitting (rough) = 0.1 meV
field with valley splitting = 11.32 T
depletion density (rough) = 1.0e+11 cm^-2
mass normal to the layer = 0.916 m0
mean confining field = 0.0232 MV/cm
mean distance from oxide = 4.08 nm
magnetic length at B_p = 7.78 nm
gap to next subband = 10.62 meV
gap to the other four valleys = 9.79 meV
mass ratio m_y/m at B_p = 1.0609
mesh shift of ratio, 0.05 to 0.025 nm = -1.7e-06
field with thickness correction = 10.58 T
relative permittivities Si, oxide = 11.7, 3.9
interaction parameter r_s = 8.21
exchange gain of polarizing, thin layer = 1.819 meV
exchange gain / kinetic cost = 5.78
mobility (rough) = 1e+04 cm2/Vs
disorder broadening hbar/tau = 0.609 meV
cyclotron energy if B_p were perpendicular = 6.63 meV
all good
```
